# Self-screening in the one-shot GW removal energy of a Hubbard dimer: verification in Python

```python
# RESULT UNDER TEST
# A Hubbard dimer (hopping -t, on-site repulsion U, site levels 0) holds one
# spin-up electron. The exact removal energy E(1)-E(0) is -t. One-shot GW on
# the Hartree-Fock propagator gives -t + D, where
#   D = [2t + W0 - sqrt((2t+W0)^2 + 4 g2)]/2,
#   W0 = sqrt(4t^2 + 2tU)  (RPA excitation energy),  g2 = U^2 t/(2 W0).
# D is pure self-screening. If W0 is replaced by the exact excitation energy
# 2t, the same formula gives the exact shift of an added spin-down electron.
# Symbols: b, a = bonding and antibonding orbitals; s = (1,-1).
# All energies are in Ry unless a label says otherwise.
import numpy as np
from scipy.optimize import brentq
from scipy.constants import value

RY_EV = value("Rydberg constant times hc in eV")
b = np.array([1.0, 1.0]) / np.sqrt(2)
a = np.array([1.0, -1.0]) / np.sqrt(2)
SS = np.outer([1, -1], [1, -1]).astype(float)
I2 = np.eye(2)

# ---------- closed formulas ----------
def rpa_energy(t, U):
    return np.sqrt(4*t*t + 2*t*U)

def coupling2(t, U, exc):
    return U*U*t / (2*exc)

def shift(t, U, exc):
    gap = 2*t + exc
    return (gap - np.sqrt(gap*gap + 4*coupling2(t, U, exc))) / 2

def polarizability(t, nu):
    nu = np.asarray(nu, dtype=float)[..., None, None]
    return t / (-nu**2 - 4*t*t) * SS

# ---------- exact solution in the 16-dimensional Fock space ----------
def fock_operators():
    low = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    ops = []
    for k in range(4):
        m = np.eye(1)
        for q in range(4):
            m = np.kron(m, sign if q < k else (low if q == k else I2))
        ops.append(m)
    return ops

C = fock_operators()                 # order: 1 up, 2 up, 1 down, 2 down
NUM = [c.T @ c for c in C]
N_UP = np.rint(np.diag(NUM[0] + NUM[1])).astype(int)
N_DN = np.rint(np.diag(NUM[2] + NUM[3])).astype(int)

def hamiltonian(t, U):
    H = U * (NUM[0] @ NUM[2] + NUM[1] @ NUM[3])
    for i, j in ((0, 1), (2, 3)):
        H = H - t * (C[i].T @ C[j] + C[j].T @ C[i])
    return H

def lowest(H, n_up, n_dn):
    idx = np.where((N_UP == n_up) & (N_DN == n_dn))[0]
    e, v = np.linalg.eigh(H[np.ix_(idx, idx)])
    full = np.zeros(16)
    full[idx] = v[:, 0]
    return e[0], full

def exact_green(H, spin, z):
    e0, v = lowest(H, 1, 0)
    K = H - e0*np.eye(16)
    add = np.linalg.inv(z*np.eye(16) - K)
    rem = np.linalg.inv(z*np.eye(16) + K)
    c = C[2*spin:2*spin + 2]
    return np.array([[v @ c[i] @ add @ c[j].T @ v
                      + v @ c[j].T @ rem @ c[i] @ v
                      for j in range(2)] for i in range(2)])

def exact_response(H, nu):
    e0, v = lowest(H, 1, 0)
    K = H - e0*np.eye(16)
    plus = np.linalg.inv(1j*nu*np.eye(16) - K)
    minus = np.linalg.inv(1j*nu*np.eye(16) + K)
    n = [NUM[0] + NUM[2], NUM[1] + NUM[3]]
    return np.array([[v @ n[i] @ plus @ n[j] @ v - v @ n[j] @ minus @ n[i] @ v
                      for j in range(2)] for i in range(2)])

# ---------- GW from its definition, on the imaginary frequency axis ----------
M = 800
theta = (np.arange(M) + 0.5) * np.pi / M - np.pi / 2
FREQ = 0.2 * np.tan(theta)
WEIGHT = 0.2 / np.cos(theta)**2 * np.pi / M / (2*np.pi)

def hf_levels(t, U):
    h0 = np.array([[0.0, -t], [-t, 0.0]])
    n_up, n_dn = b**2, np.zeros(2)
    hartree = U * (n_up + n_dn)
    return [np.linalg.eigvalsh(h0 + np.diag(hartree - U*n))
            for n in (n_up, n_dn)]

def propagator(levels, z):
    z = np.asarray(z)[..., None, None]
    return np.outer(b, b)/(z - levels[0]) + np.outer(a, a)/(z - levels[1])

def bubble(t, U, nu):
    mu = -t + min(U/4, t)            # above the one filled level only
    total = np.zeros((2, 2), complex)
    for lev in hf_levels(t, U):
        g1 = propagator(lev, mu + 1j*(FREQ + nu))
        g2 = propagator(lev, mu + 1j*FREQ)
        total += np.einsum("k,kij,kji->ij", WEIGHT, g1, g2)
    return total

def sigma_c(t, U, spin, z, exact_screening=False):
    P = polarizability(t, FREQ)
    if exact_screening:              # P is the full response: no RPA series
        Wc = U*U*P
    else:
        Wc = U*np.linalg.inv(I2 - U*P) - U*I2
    G = propagator(hf_levels(t, U)[spin], z + 1j*FREQ)
    return -np.einsum("k,kij,kij->ij", WEIGHT, G, Wc)

def gw_pole(t, U, spin, orbital, exact_screening=False):
    # On the real axis only the other orbital couples, because <b|s|b> and
    # <a|s|a> vanish, so the integral needs no residue near these levels.
    k = 0 if orbital is b else 1
    level = hf_levels(t, U)[spin][k]
    def f(E):
        S = sigma_c(t, U, spin, E, exact_screening)
        return E - level - (orbital @ S @ orbital).real
    far = level - 2*U if k == 0 else level + 2*U
    return brentq(f, min(level, far), max(level, far), xtol=1e-13)

# ---------- tests at weak, intermediate and strong coupling ----------
for t, U in ((0.1, 0.05), (0.1, 0.4), (0.1, 0.7), (0.15, 0.3)):
    H = hamiltonian(t, U)
    h0 = np.array([[0.0, -t], [-t, 0.0]])
    e1, state = lowest(H, 1, 0)
    e_vac = lowest(H, 0, 0)[0]
    up, dn = hf_levels(t, U)
    exc = rpa_energy(t, U)
    D, Dx = shift(t, U, exc), shift(t, U, 2*t)
    g2 = coupling2(t, U, exc)

    # exact removal energy, Hartree-Fock removal, vanishing self-energy
    assert abs((e1 - e_vac) + t) < 1e-12
    assert abs(up[0] - (e1 - e_vac)) < 1e-12
    z = -t + min(U/4, t) + 0.13j
    sig_up = z*I2 - h0 - np.linalg.inv(exact_green(H, 0, z))
    assert np.max(np.abs(sig_up)) < 1e-11

    # unrelaxed addition of a spin-down electron is the Hartree-Fock level
    added = (C[2].T + C[3].T) @ state / np.sqrt(2)
    assert abs(added @ H @ added - e1 - dn[0]) < 1e-12

    # polarizability: GG integral and exact response against the formula
    for nu in (0.04, 0.11, 0.3):
        P = polarizability(t, nu)
        assert np.max(np.abs(bubble(t, U, nu) - P)) < 1e-8
        assert np.max(np.abs(exact_response(H, nu) - P)) < 1e-10

    # GW poles found numerically against the closed shift
    removal = gw_pole(t, U, 0, b)
    assert abs(removal - (-t + D)) < 1e-9 and D < 0
    assert abs(gw_pole(t, U, 0, a) - (t - D)) < 1e-9
    assert abs(gw_pole(t, U, 1, b) - (dn[0] + D)) < 1e-9
    assert abs(lowest(H, 2, 0)[0] - e1 - t) < 1e-12

    # pole weights and satellites in both orbitals
    Z = 1 / (1 + D*D/g2)
    sat = exc - (-t + D)
    for y in (0.05, 0.2):
        S = sigma_c(t, U, 0, 1j*y)
        for orb, sg, lev in ((b, 1, -t), (a, -1, t)):
            G = 1 / (1j*y - lev - orb @ S @ orb)
            two = Z/(1j*y - sg*(-t + D)) + (1 - Z)/(1j*y - sg*sat)
            assert abs(G - two) < 1e-7

    # value and slope of the self-energy at the Hartree-Fock level
    sbb = lambda E: (b @ sigma_c(t, U, 0, E) @ b).real
    assert abs(sbb(-t) + g2/(2*t + exc)) < 1e-9
    slope = (sbb(-t + 1e-4) - sbb(-t - 1e-4)) / 2e-4
    assert abs(slope + g2/(2*t + exc)**2) < 1e-6

    # exact screening: spin-down becomes exact, spin-up error becomes Dx
    sig_dn = z*I2 - h0 - np.linalg.inv(exact_green(H, 1, z))
    model = U/2*I2 + sigma_c(t, U, 1, z, True)
    assert np.max(np.abs(sig_dn - model)) < 1e-8
    singlet = lowest(H, 1, 1)[0] - e1
    assert abs(gw_pole(t, U, 1, b, True) - singlet) < 1e-9
    assert abs(singlet - dn[0] - Dx) < 1e-11
    assert abs(Dx - (2*t - np.sqrt(4*t*t + U*U/4))) < 1e-12
    assert abs(gw_pole(t, U, 0, b, True) - (-t + Dx)) < 1e-9
    assert Dx < D                    # RPA hides part of the self-screening

# ---------- second order: bubble kept by GW, exchange left out ----------
def second_order(t, U, E):
    orb, lev = [b, a], [-t, t]
    eri = lambda p, q, r, s: U*np.sum(orb[p]*orb[q]*orb[r]*orb[s])
    occ, vir, direct, exchange = [0], [1], 0.0, 0.0
    for k in occ:
        for p in vir:
            for q in vir:
                den = E + lev[k] - lev[p] - lev[q]
                direct += eri(0, p, k, q)**2 / den
                exchange -= eri(0, p, k, q)*eri(0, q, k, p) / den
    for k in occ:
        for m in occ:
            for p in vir:
                den = E + lev[p] - lev[k] - lev[m]
                direct += eri(0, k, p, m)**2 / den
                exchange -= eri(0, k, p, m)*eri(0, m, p, k) / den
    return direct, exchange

t_s, U_s, E_s = 0.1, 1e-4, -0.12
direct, exchange = second_order(t_s, U_s, E_s)
gw_small = (b @ sigma_c(t_s, U_s, 0, E_s) @ b).real
assert abs(gw_small/direct - 1) < 1e-3      # next order is of size U/t
assert abs(direct + exchange) < 1e-12*abs(direct)
assert abs(direct/(U_s**2/4/(E_s - 3*t_s)) - 1) < 1e-10

# ---------- limits of weak and strong coupling (t = 1) ----------
weak = shift(1.0, 1e-3, rpa_energy(1.0, 1e-3)) / (-(1e-3)**2/16)
weak_x = shift(1.0, 1e-3, 2.0) / (-(1e-3)**2/16)
strong = shift(1.0, 1e12, rpa_energy(1.0, 1e12)) / (-(1e12)**0.75/2**0.75)
assert abs(weak - 1) < 1e-3 and abs(weak_x - 1) < 1e-3
assert abs(strong - 1) < 3e-3               # correction falls as (t/U)^(1/4)

# ---------- worked example ----------
t, U = 0.1, 0.4
H = hamiltonian(t, U)
e1 = lowest(H, 1, 0)[0]
exact = e1 - lowest(H, 0, 0)[0]
up, dn = hf_levels(t, U)
exc = rpa_energy(t, U)
g2 = coupling2(t, U, exc)
gw = gw_pole(t, U, 0, b)
D = gw - exact
Dx = gw_pole(t, U, 0, b, True) - exact
s0 = (b @ sigma_c(t, U, 0, -t) @ b).real
Z0 = 1 / (1 + g2/(2*t + exc)**2)
Z = 1 / (1 + D*D/g2)
singlet = lowest(H, 1, 1)[0] - e1
gw_dn = gw_pole(t, U, 1, b)
gw_add = gw_pole(t, U, 0, a)

def show(label, x, unit="Ry", digits=5):
    print(f"{label:<52s} {x:.{digits}f} {unit}")

show("hopping t", t, digits=2)
show("on-site repulsion U", U, digits=2)
show("bare excitation energy 2t", 2*t)
show("RPA excitation energy", exc)
show("squared coupling g2", g2, "Ry^2", 6)
show("exact removal energy", exact)
show("Hartree-Fock removal energy", up[0])
show("GW correlation self-energy at -t", s0)
show("GW removal energy, self-energy taken at -t", exact + s0)
show("linearisation factor at -t", Z0, "", 4)
show("GW removal energy, linearised", exact + Z0*s0)
show("GW removal energy, full solution", gw)
show("GW error of the removal energy", D)
show("exact removal energy", exact*RY_EV, "eV", 3)
show("GW removal energy", gw*RY_EV, "eV", 3)
show("GW error of the removal energy", D*RY_EV, "eV", 3)
show("GW error relative to t", 100*D/t, "%", 1)
show("weight of the GW bonding pole (exact: one)", Z, "", 4)
show("weight of the spurious satellite", 1 - Z, "", 4)
show("bonding satellite energy", exc - gw)
show("removal error with exact screening", Dx)
show("part of the error due to RPA self-repulsion", D - Dx)
show("removal error with exact screening", Dx*RY_EV, "eV", 3)
show("part due to RPA self-repulsion", (D - Dx)*RY_EV, "eV", 3)
show("spin-down addition, Hartree-Fock", dn[0])
show("spin-down addition, exact", singlet)
show("spin-down addition, GW", gw_dn)
show("spin-down correlation shift, exact", singlet - dn[0])
show("spin-down correlation shift, GW", gw_dn - dn[0])
show("spin-up addition, exact", lowest(H, 2, 0)[0] - e1)
show("spin-up addition, GW", gw_add)
show("same-spin gap, exact", lowest(H, 2, 0)[0] - e1 - exact)
show("same-spin gap, GW", gw_add - gw)
print("U/t | removal error/t: GW | with exact screening")
for r in (0.5, 1, 2, 4, 8, 16):
    print(f"{r:4.1f} | {shift(1.0, r, rpa_energy(1.0, r)):.4f}"
          f" | {shift(1.0, r, 2.0):.4f}")
show("weak-coupling ratio to limit law, U/t = 0.001", weak, "", 5)
show("strong-coupling ratio to limit law, U/t = 1e12", strong, "", 5)
print("ALL CHECKS PASSED")
```

Output:

```
hopping t                                            0.10 Ry
on-site repulsion U                                  0.40 Ry
bare excitation energy 2t                            0.20000 Ry
RPA excitation energy                                0.34641 Ry
squared coupling g2                                  0.023094 Ry^2
exact removal energy                                 -0.10000 Ry
Hartree-Fock removal energy                          -0.10000 Ry
GW correlation self-energy at -t                     -0.04226 Ry
GW removal energy, self-energy taken at -t           -0.14226 Ry
linearisation factor at -t                           0.9282 
GW removal energy, linearised                        -0.13923 Ry
GW removal energy, full solution                     -0.13942 Ry
GW error of the removal energy                       -0.03942 Ry
exact removal energy                                 -1.361 eV
GW removal energy                                    -1.897 eV
GW error of the removal energy                       -0.536 eV
GW error relative to t                               -39.4 %
weight of the GW bonding pole (exact: one)           0.9370 
weight of the spurious satellite                     0.0630 
bonding satellite energy                             0.48583 Ry
removal error with exact screening                   -0.08284 Ry
part of the error due to RPA self-repulsion          0.04342 Ry
removal error with exact screening                   -1.127 eV
part due to RPA self-repulsion                       0.591 eV
spin-down addition, Hartree-Fock                     0.10000 Ry
spin-down addition, exact                            0.01716 Ry
spin-down addition, GW                               0.06058 Ry
spin-down correlation shift, exact                   -0.08284 Ry
spin-down correlation shift, GW                      -0.03942 Ry
spin-up addition, exact                              0.10000 Ry
spin-up addition, GW                                 0.13942 Ry
same-spin gap, exact                                 0.20000 Ry
same-spin gap, GW                                    0.27884 Ry
U/t | removal error/t: GW | with exact screening
 0.5 | -0.0132 | -0.0156
 1.0 | -0.0454 | -0.0616
 2.0 | -0.1423 | -0.2361
 4.0 | -0.3942 | -0.8284
 8.0 | -0.9625 | -2.4721
16.0 | -2.1101 | -6.2462
weak-coupling ratio to limit law, U/t = 0.001        0.99963 
strong-coupling ratio to limit law, U/t = 1e12       0.99881 
ALL CHECKS PASSED
```
